# Doubles-Only Perturbation Series as Jacobi-Type Iteration, and Its Acceleration

Take the hydroxide anion in a modest basis and add one very diffuse s function. The correlation energy from double excitations, summed to infinite order, moves from −4.066639 to −4.066673 eV, which is hardly at all. Yet the perturbation series for it, which converged before, now diverges: late terms alternate in sign, each 1.81 times as large as the last. Its partial sums look harmless for a while (−4.066548 eV after twelve steps) and then swing ever more widely about the limit (−4.065699 eV after twenty). Nothing is wrong with the energy. The fault lies in the way a linear system is being solved, and it can be repaired there.

## Two doubles by hand

Let two doubly excited configurations have amplitudes \(c=(c_1,c_2)\), and in arbitrary units let

\[
A=\Delta+W,\quad \Delta=\begin{pmatrix}1&0\\0&1\end{pmatrix},\quad
W=\begin{pmatrix}\tfrac12&1\\1&\tfrac12\end{pmatrix},\quad b=\begin{pmatrix}-1\\0\end{pmatrix}.
\]

We want \(Ac=-b\) and \(E=b\cdot c\). Since \(\det A=\tfrac94-1=\tfrac54\), the solution is \(c=\tfrac45(\tfrac32,-1)=(\tfrac65,-\tfrac45)\), with \(E=-\tfrac65\).

Perturbation theory treats \(W\) as small. Move it to the right, \(\Delta c=-b-Wc\), and iterate from zero:

\[
(1,0),\quad(\tfrac12,-1),\quad(\tfrac74,0),\quad(\tfrac18,-\tfrac74),\ \dots
\]

The energies are \(-1,-\tfrac12,-\tfrac74,-\tfrac18\), with jumps of growing size, \(\tfrac12,-\tfrac54,\tfrac{13}8\), instead of settling at \(-\tfrac65\). The reason is that \(W\) has eigenvalues \(\tfrac32\) and \(-\tfrac12\), and each step multiplies the error by \(-W\). The matrix \(A\) itself has the harmless eigenvalues \(\tfrac52\) and \(\tfrac12\).

Jacobi's method in the strict sense divides by the full diagonal of \(A\), here \(\tfrac32\), and leaves the off-diagonal 1 on the right. The error matrix then has eigenvalues \(\pm\tfrac23\), and the iteration converges. The equation is the same; the splitting is different.

## The equation for real doubles

Use a closed-shell canonical Hartree–Fock determinant \(|0\rangle\) with a gap between occupied and virtual levels, and real spin orbitals: \(i,j,k,l\) occupied, \(a,b,c,d\) virtual. Moving operators into normal order relative to \(|0\rangle\) leaves a constant, terms with two operators and terms with four. These are the Hartree–Fock energy, the Fock operator, and the remaining interaction:

\[
H=E_{\rm HF}+\sum_p\varepsilon_p\{p^\dagger p\}+\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\{p^\dagger q^\dagger s r\}.
\]

A double is \(|ij\to ab\rangle=a^\dagger b^\dagger ji|0\rangle=a^\dagger i\,b^\dagger j|0\rangle\); moving \(i\) past two operators costs no sign. Define \(b_D=\langle D|H|0\rangle=\langle ij\|ab\rangle\) and \(A=\langle D|H-E_{\rm HF}|D'\rangle=\Delta+W\). The Fock part gives

\[
\Delta_{ij}^{ab}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j>0 .
\]

The interaction acts on \(\tfrac14\sum c_{ij}^{ab}\,a^\dagger i\,b^\dagger j|0\rangle\) in three ways that conserve the number of excitations.

- Two particles scatter. The two equivalent ways of removing them turn the prefactor \(\tfrac14\) into \(\tfrac12\).
- Two holes scatter, with the same factor.
- A particle and a hole scatter. Four equal arrangements cancel the \(\tfrac14\) in \(H\), leaving \(\langle kb\|cj\rangle\{k^\dagger b^\dagger jc\}=\langle kb\|cj\rangle\,b^\dagger j\,k^\dagger c\). This replaces a pair \(c^\dagger k\) by \(b^\dagger j\) with a plus sign. Four equal contractions with the state cancel its \(\tfrac14\).

Antisymmetrizing the last result gives

\[
(Wc)_{ij}^{ab}=\tfrac12\sum_{cd}\langle ab\|cd\rangle c_{ij}^{cd}+\tfrac12\sum_{kl}\langle kl\|ij\rangle c_{kl}^{ab}
+P_{ij}P_{ab}\sum_{kc}\langle kb\|cj\rangle c_{ik}^{ac},
\]

where \(P_{ij}f_{ij}=f_{ij}-f_{ji}\). Dot products below run over \(i<j,\ a<b\). For LiH this \(A\) was tested against matrix elements obtained by applying creation and annihilation operators to determinants.

## Which series is linear?

Configuration interaction restricted to \(|0\rangle\) and the doubles is an eigenvalue problem. With a counting parameter \(\lambda\) on \(b\) and \(W\),

\[
\lambda b+(\Delta+\lambda W)c=e\,c,\qquad e=\lambda\, b\cdot c .
\]

Its first amplitudes are \(c_1=-\Delta^{-1}b\) and \(c_2=-\Delta^{-1}Wc_1\). At third order the right-hand side contributes for the first time: \(\Delta c_3=-Wc_2+E_2c_1\). The extra fourth-order energy is

\[
b\cdot\Delta^{-1}E_2c_1=-E_2\,c_1\cdot c_1>0,
\]

because \(b\cdot\Delta^{-1}=-c_1\). For LiH it is \(0.351138\times0.008945=0.003141\) eV, the difference between the two fourth-order terms, −0.045012 and −0.048152 eV, up to rounding.

The linked doubles-only series drops this renormalization term \(e\,c\). What remains is linear at every order and sums to

\[
Ac=-b,\qquad E=b\cdot c,
\]

known as linearized coupled-cluster doubles. The reason for dropping \(e\,c\) is additivity. For two molecules far apart, neither \(b\) nor \(W\) connects an excitation on one with an excitation on the other, so the linear equations separate and the energies add. The term \(e\,c\) would put the energy of both molecules into the equation of each. Two distant H₂ molecules give −1.372308 eV, twice −0.686154 eV. CI doubles gives −1.333559 eV instead of \(2\times(-0.676169)=-1.352338\) eV.

There is a price. A single H₂ has no excitations beyond doubles, so there the dropped term is a real loss, and the linear energy lies 0.009985 eV below CI doubles. It also lies 0.008122 eV below full CI in this basis (−0.678032 eV, singles included), so the linear energy is not an upper bound to the true energy.

## The partial sums are iterates

From now on \(c_{n+1}=-\Delta^{-1}Wc_n\). Let \(C_n=c_1+\dots+c_n\). Then

\[
C_{n+1}=c_1+\sum_{m=1}^{n}c_{m+1}=-\Delta^{-1}b-\Delta^{-1}W\sum_{m=1}^{n}c_m=-\Delta^{-1}(b+WC_n).
\]

This is the hand iteration. Step \(n\) contains the energy through order \(n+1\), so step 1 is second-order Møller–Plesset theory.

The name needs care. Strict Jacobi iteration uses the diagonal of \(A\), which is the Epstein–Nesbet partitioning. The Møller–Plesset series is a Jacobi-type iteration with the diagonal matrix \(\Delta\) in its place.

To study errors, make the problem symmetric. Put \(y=\Delta^{1/2}c\), \(g=-\Delta^{-1/2}b\) and \(M=\Delta^{-1/2}W\Delta^{-1/2}\). Multiplying \(Ac=-b\) by \(\Delta^{-1/2}\) gives

\[
(1+M)y=g,\qquad E=-g\cdot y,\qquad y_{n+1}=g-My_n .
\]

The solution obeys \(y_*=g-My_*\). Subtracting, \(y_*-y_{n+1}=-M(y_*-y_n)\), and since \(y_0=0\),

\[
y_*-y_n=(-M)^n y_* .
\]

\(M\) is symmetric, with real eigenvalues \(\mu\). Each eigenvector's share of the error is multiplied by \(-\mu\) per step. The iteration therefore converges from every start if and only if the spectral radius \(\max|\mu|\) is below one. For the given source, eigenvectors with no component in \(g\) do not matter.

With \(g_k\) the component of \(g\) along eigenvector \(k\), the energy terms are

\[
E_{n+2}=-g\cdot(-M)^ng=-\sum_k g_k^2(-\mu_k)^n .
\]

If the largest \(|\mu|\) present belongs to a positive \(\mu_{\max}\), the ratio of successive terms tends to \(-\mu_{\max}\), hence the alternating signs.

The two ends of the spectrum mean different things. At \(\mu_{\min}=-1\) the matrix \(A\) is singular: some combination of doubles has the same mean energy as the Hartree–Fock determinant, and if \(b\) overlaps with that combination, the equation has no solution. At \(\mu_{\max}=1\) nothing happens to \(A\); only this iteration fails. The interesting region is \(\mu_{\min}>-1\), \(\mu_{\max}\ge1\), where \(A\) is positive definite and yet the series diverges if \(g\) contains an eigenvector with \(\mu\ge1\).

## Rescaled denominators and Chebyshev acceleration

Write \(\tilde A=1+M\) and \(r_n=g-\tilde Ay_n\). The mildest cure multiplies all denominators by \(\theta\): \(y_{n+1}=y_n+r_n/\theta\). At the solution \(r=0\), so \(\theta\) changes the path and not the answer, unlike a modified denominator in a truncated second-order energy.

The error factor for an eigenvalue \(x=1+\mu\) is \(1-x/\theta\). Its largest magnitude is smallest when the two ends of the interval are balanced:

\[
\theta=1+\tfrac12(\mu_{\min}+\mu_{\max}),\qquad \delta=\tfrac12(\mu_{\max}-\mu_{\min}),\qquad \text{factor}=\delta/\theta .
\]

Because \(\theta-\delta=1+\mu_{\min}\), this factor is below one whenever \(\mu_{\min}>-1\).

Repeating one step gives the error polynomial \((1-x/\theta)^n\). Any method whose \(n\)th iterate is a combination of \(g,\tilde Ag,\dots,\tilde A^{n-1}g\) has \(y_*-y_n=p_n(\tilde A)y_*\), where \(p_n\) is a polynomial of degree at most \(n\) with \(p_n(0)=1\). The smallest maximum on \([\theta-\delta,\theta+\delta]\) is reached by

\[
p_n(x)=\frac{T_n\big((\theta-x)/\delta\big)}{\tau_n},\qquad \tau_n=T_n(\theta/\delta),
\]

where \(T_n\) is the Chebyshev polynomial. It reaches \(\pm1/\tau_n\) alternately at \(n+1\) points. A competitor \(q\) with a smaller maximum would make \(p_n-q\) change sign \(n\) times in the interval and also vanish at \(x=0\): \(n+1\) zeros for a nonzero polynomial of degree at most \(n\), which is impossible. Hence \(\|y_*-y_n\|\le\|y_*\|/\tau_n\).

For an algorithm, insert \(T_{n+1}(z)=2zT_n(z)-T_{n-1}(z)\) and apply it to \(y_*\), using \(\tilde A(y_*-y_n)=r_n\):

\[
\tau_{n+1}(y_*-y_{n+1})=\frac{2\tau_n}{\delta}\big[\theta(y_*-y_n)-r_n\big]-\tau_{n-1}(y_*-y_{n-1}).
\]

The \(y_*\) terms cancel because \(\tau_{n+1}=2(\theta/\delta)\tau_n-\tau_{n-1}\). Using this relation once more for the coefficient of \(y_n\),

\[
y_{n+1}=y_n+\frac{\tau_{n-1}}{\tau_{n+1}}(y_n-y_{n-1})+\frac{2\tau_n}{\delta\,\tau_{n+1}}\,r_n,\qquad y_0=0,\quad y_1=g/\theta .
\]

In the hand example \(\theta=\tfrac32\), \(\delta=1\), \(\tau_1=\tfrac32\), \(\tau_2=\tfrac72\). The first step is \((\tfrac23,0)\) with residual \((0,-\tfrac23)\). The second is \(\tfrac97(\tfrac23,0)+\tfrac67(0,-\tfrac23)=(\tfrac67,-\tfrac47)\), which is \(\tfrac57\) of the solution. The remaining error is \(\tfrac27=1/\tau_2\), against \(\tfrac49\) for two rescaled steps.

Since \(\tau_n=\cosh(nu)\) with \(\cosh u=\theta/\delta\), the bound shrinks by \(e^{-u}\) per step for large \(n\). With \(\kappa=(1+\mu_{\max})/(1+\mu_{\min})\) we have \(\theta/\delta=(\kappa+1)/(\kappa-1)\), and

\[
e^{-u}=\frac{\kappa+1-2\sqrt\kappa}{\kappa-1}=\frac{\sqrt\kappa-1}{\sqrt\kappa+1}.
\]

Rescaling alone gives \((\kappa-1)/(\kappa+1)\). The gain is the square root.

## Conjugate gradients

Chebyshev acceleration needs both ends of the spectrum. Conjugate gradients finds its own polynomial by minimizing

\[
J(y)=y\cdot\tilde Ay-2g\cdot y=(y-y_*)\cdot\tilde A(y-y_*)+E
\]

over the span of \(g,Mg,\dots,M^{n-1}g\). Start with \(d_0=r_0=g\) and repeat

\[
\alpha_n=\frac{r_n\cdot r_n}{d_n\cdot\tilde Ad_n},\quad y_{n+1}=y_n+\alpha_nd_n,\quad r_{n+1}=r_n-\alpha_n\tilde Ad_n,
\]
\[
d_{n+1}=r_{n+1}+\beta_nd_n,\qquad \beta_n=\frac{r_{n+1}\cdot r_{n+1}}{r_n\cdot r_n}.
\]

Minimizing along \(d_n\) gives \(\alpha_n=d_n\cdot r_n/(d_n\cdot\tilde Ad_n)\), and \(d_n\cdot r_n=r_n\cdot r_n\) because \(r_n\perp d_{n-1}\). The value of \(\beta_n\) makes \(d_{n+1}\cdot\tilde Ad_n=0\): substitute \(\tilde Ad_n=(r_n-r_{n+1})/\alpha_n\) and \(r_{n+1}\perp r_n\). For \(m<n\), \(\tilde Ad_m\) is a combination of \(r_m\) and \(r_{m+1}\), both orthogonal to \(r_{n+1}\), so earlier minimizations are not spoiled. The residuals are mutually orthogonal by induction: \(r_{n+1}\) is orthogonal to \(d_n\) by the line minimization and to earlier directions because both \(r_n\) and \(\tilde Ad_n\) are, and each \(r_m\) is a combination of \(d_m\) and \(d_{m-1}\).

At the minimum \(y_n\cdot r_n=0\), so \(J(y_n)=-g\cdot y_n=E^{(n)}\), the energy itself. It approaches \(E\) from above, and its error is quadratic in the amplitude error. The Chebyshev polynomial is one of the candidates, and \(y_*\cdot\tilde Ay_*=g\cdot y_*=|E|\), so

\[
0\le E^{(n)}-E\le |E|/\tau_n^2 .
\]

The same energies follow from the series terms. Expand \(y=\sum_{i=0}^{n-1}a_i(-M)^ig\). Since \(g\cdot(-M)^kg=-E_{k+2}\), the condition that the residual be orthogonal to the span reads

\[
\sum_jK_{ij}a_j=E_{i+2},\quad K_{ij}=E_{i+j+2}-E_{i+j+3},\quad E^{(n)}=\sum_ia_iE_{i+2}.
\]

This Padé resummation uses \(E_2\) to \(E_{2n+1}\) and does not require the series to converge. For \(n=1\) it is \(E_2^2/(E_2-E_3)\). The hand example has \(E_2,\dots,E_5=-1,\tfrac12,-\tfrac54,\tfrac{13}8\). One step gives \(1/(-\tfrac32)=-\tfrac23\). For two, \(K_{00}=-\tfrac32\), \(K_{01}=\tfrac74\), \(K_{11}=-\tfrac{23}8\), with determinant \(\tfrac54\), and

\[
E^{(2)}=\tfrac45\left(-\tfrac{23}8+\tfrac74-\tfrac38\right)=-\tfrac65,
\]

the solution, from four terms of a divergent series.

If an eigenvector present in \(g\) has \(\mu\le-1\), these guarantees end. A Chebyshev interval that covers it contains \(x=0\), where the polynomial must equal one. For \(\mu<-1\), \(J\) has no lower bound.

## Hydroxide

The O–H distance is 0.97 Å and the oxygen 1s core is frozen. The basis is 6-31G with an s and a p function of exponent 0.08 on oxygen; the third case below adds an s function of exponent 0.001. Hydrogen fluoride at 0.92 Å is treated alike. The limiting energies belong to the linear doubles equation in this basis. They omit singles, connected triples and higher excitations, nonlinear doubles terms and core correlation, and they are far from converged with respect to the basis: for OH⁻ the same equation gives −6.57 eV in aug-cc-pVDZ and −7.85 eV in aug-cc-pVTZ, against −4.07 eV here. The six decimals serve only to follow the iterations. The spectrum is less sensitive: aug-cc-pVDZ with the same added s function gives \(\mu_{\max}=1.84\) instead of 1.81.

| System | \(\mu_{\min}\) | \(\mu_{\max}\) | Plain steps | Chebyshev | CG |
|---|---|---|---|---|---|
| HF | −0.489 | 0.229 | 16 | 10 | 5 |
| OH⁻ | −0.605 | 0.182 | 20 | 11 | 6 |
| OH⁻ + s | −0.605 | 1.805 | diverges | 20 | 7 |

Steps are counted until the energy stays within \(10^{-6}\) eV of its limit, −4.066673 eV (−0.149447 hartree) in the last row. The spectral ends cover all spin and spatial symmetries, so the factors derived from them are bounds for the actual source, not predictions of the count.

For the last row \(\theta=1+\tfrac12(-0.6050+1.8054)=1.6002\) and \(\delta=1.2052\). Rescaling gives a factor 0.753 and needs 37 steps. With \(\kappa=2.8054/0.3950=7.10\), the Chebyshev factor is \(1.665/3.665=0.454\). The first conjugate-gradient energy is

\[
\frac{(-4.185392)^2}{-4.185392-0.301595}=-3.904068\ \text{eV}.
\]

Chebyshev starts badly, with −2.616 and then −4.856 eV. Its first step merely divides the second-order energy by \(\theta\), and its polynomials take no account of the source. Conjugate gradients weights each eigenvector by its share in the source, and the dangerous one has almost none. If a single mode carries the plain error at step 20, \(9.74\times10^{-4}\) eV, its initial share was that number divided by \(1.8054^{20}\), about \(7\times10^{-9}\) eV. That explains why the divergence stays hidden for so long.

Strict Jacobi iteration also converges here: with the orbitals used, the Epstein–Nesbet spectrum runs from −0.452 to 0.536, and 24 steps suffice. It is no general improvement, since without the very diffuse function it takes 25 steps against 20. Unlike \(\Delta\), the diagonal of \(A\) can change when degenerate π orbitals are rotated among themselves, so these Epstein–Nesbet figures depend on the orientation chosen: turning the occupied π pair by 45° against the virtual ones moves the upper end from 0.536 to 0.558.

## Why a diffuse function does this

Let both excited electrons enter the same orbital of very large radius \(R\). As \(R\to\infty\) its energy and all its interactions vanish. What remains of \(M\) is the repulsion of the two holes divided by the energy needed to remove the electrons:

\[
M_{ij,kl}\to\frac{\langle kl\|ij\rangle}{\sqrt{(-\varepsilon_i-\varepsilon_j)(-\varepsilon_k-\varepsilon_l)}} .
\]

In this anion the highest level lies at only −2.925 eV, so the denominator is small; the largest eigenvalue of this matrix is 3.33. The computed \(\mu_{\max}\) approaches it slowly: 0.76, 1.81, 2.70 and 3.26 for exponents \(10^{-2}\), \(10^{-3}\), \(10^{-4}\) and \(10^{-6}\).

The slowness is the Coulomb tail. Let \(1/R\) now stand for the average inverse distance of an outer electron from the molecule. To leading order each outer electron is repelled by the anion as \(1/R\), which raises \(\Delta\) by \(2/R\). In \(W\), four particle–hole attractions contribute \(-4/R\), and the repulsion between the outer electrons returns a part of order \(1/R\). The deficit should thus fall as \(1/R\). Between the last two exponents the root-mean-square radius, which is proportional to \(R\), grows tenfold, from 46 to 458 Å, and the deficit falls from 0.63 to 0.07, close to that law.

For this anion, then, a single sufficiently diffuse s function makes the plain series diverge; \(\mu_{\max}\) passes 1 between exponents 0.006 and 0.004. Such functions are much more diffuse than those of a standard augmented basis: in aug-cc-pVDZ alone \(\mu_{\max}\) is 0.53 and this series converges. The more diffuse the function, the smaller the share of the growing mode, and at exponent \(10^{-6}\) the partial sums first come within about \(2\times10^{-7}\) eV of the limit, near step 21. For neutral hydrogen fluoride the hole-pair limit is only 0.76, so this mechanism does not make its series diverge. At exponent 0.001, where \(\mu_{\min}\) was also computed, the linear system remains well posed. The remaining values are in the numerical output.

## Table of computed values

```
LiH, 1.6 A, STO-3G: number of doubles = 168
LiH linear series E2, E3, E4 (eV): -0.351138, -0.124395, -0.048152
LiH CI-doubles series E2, E3, E4 (eV): -0.351138, -0.124395, -0.045012
LiH -E2*|c1|^2 (eV): 0.003141; |c1|^2 = 0.008945
H2, 0.74 A, 6-31G: linear -0.686154, CI doubles -0.676169 eV
Two H2 200 A apart: linear -1.372308, CI doubles -1.333559 eV
[HF molecule, 0.92 A] doubles = 5320, HOMO energy = -17.777 eV
  Moller-Plesset mu_min, mu_max: -0.4886, 0.2291
  Epstein-Nesbet mu_min, mu_max: -0.3704, 0.3799
  error factor per step: plain 0.4886, scaled 0.4124, Chebyshev 0.2158
  theta = 0.8702; E2 = -3.691333 eV, E3 = 0.103826 eV
  limit E = -3.680790 eV = -0.13526654 hartree
  steps to 1e-6 eV: plain MP 16, plain EN 16
  steps to 1e-6 eV: scaled 13, Chebyshev 10, CG 5
[OH-, 0.97 A] doubles = 5320, HOMO energy = -2.925 eV
  Moller-Plesset mu_min, mu_max: -0.6049, 0.1815
  Epstein-Nesbet mu_min, mu_max: -0.4468, 0.5492
  error factor per step: plain 0.6049, scaled 0.4988, Chebyshev 0.2672
  theta = 0.7883; E2 = -4.185350 eV, E3 = 0.301579 eV
  limit E = -4.066639 eV = -0.14944623 hartree
  steps to 1e-6 eV: plain MP 20, plain EN 25
  steps to 1e-6 eV: scaled 20, Chebyshev 11, CG 6
[OH- + s(0.001)] doubles = 6468, HOMO energy = -2.925 eV
  Moller-Plesset mu_min, mu_max: -0.6050, 1.8054
  Epstein-Nesbet mu_min, mu_max: -0.4524, 0.5360
  error factor per step: plain 1.8054, scaled 0.7531, Chebyshev 0.4543
  theta = 1.6002; E2 = -4.185392 eV, E3 = 0.301595 eV
  limit E = -4.066673 eV = -0.14944749 hartree
  steps to 1e-6 eV: plain MP not reached, plain EN 24
  steps to 1e-6 eV: scaled 37, Chebyshev 20, CG 7
OH- + s(0.001): late ratio of series terms = -1.8054
OH- + s(0.001), energies in eV: step, plain MP, Chebyshev, CG
   1        -4.185392    -2.615516    -3.904068
   2        -3.883796    -4.856026    -4.056956
   3        -4.026574    -4.665244    -4.065920
   4        -4.041959    -4.122377    -4.066621
   6        -4.061126    -4.032128    -4.066672
   8        -4.065220    -4.076392    -4.066673
  12        -4.066548    -4.066707    -4.066673
  20        -4.065699    -4.066673    -4.066673
Exponent (bohr^-2), rms radius (A), mu_max, hole-pair limit:
  1e-02       4.58   0.7621   3.3272
  1e-03      14.49   1.8054   3.3293
  1e-04      45.83   2.6965   3.3294
  1e-06     458.28   3.2577   3.3294
```
